# White-Light Interferograms as Fourier Transforms and the Gaussian Coherence Length, part 2

A two-beam interferometer scans a smooth surface through the position of equal arms, and fringes appear only near that position. The problem is to find the width of their envelope for a Gaussian spectrum, and how far real conditions change it.

The scan position is $z$, the surface height is $h$, and $\zeta=z-h$. The light travels the extra distance twice, so the path difference is $2\zeta$. The angular wavenumber is $k=2\pi/\lambda$, in rad/µm, with $\lambda$ the wavelength in air; $c$ is the speed of light there. The effective spectrum $S(k)$ is the detected power per unit $k$ for unit arm amplitude, and includes common throughput and detector response. The reference and surface amplitudes have moduli $r_r$ and $r_s$, and $\varphi$ is the surface phase minus the reference phase.

**Theorem 1.** For a long exposure, near-normal incidence, one reflecting surface, balanced arms, a linear detector, and $r_r$, $r_s$ and $\varphi$ independent of $k$, the mean detected signal is

$$I(z)=(r_r^2+r_s^2)F(0)+2r_rr_s\,\mathrm{Re}\left[e^{i\varphi}F(\zeta)\right],$$

$$F(\zeta)=\int_0^\infty S(k)e^{2ik\zeta}\,dk.$$

The envelope is $|F(\zeta)|$. Amplitudes or phases that vary with $k$ stay inside the integral.

**Lemma 3.** For complex $a$ with positive real part and real $\zeta$,

$$G(\zeta)=\int_{-\infty}^{\infty}e^{-aq^2/2+2iq\zeta}\,dq=\sqrt{\frac{2\pi}{a}}\,e^{-2\zeta^2/a},$$

where the square root is the one with positive real part.

The example is a lamp whose spectrum is Gaussian in wavenumber and falls to half its maximum at 550 nm and 650 nm. The opening figures for it were a fringe period of 298 nm in height, an envelope 1.58 µm wide at half maximum, and about 5.3 fringes within that width.

The table at the end also lists a separate two-peak test. There, a simulated interferogram from a spectrum of two Gaussian peaks was Fourier transformed to recover the spectrum and the set height.

### The coherence length

**Theorem 3.** Let

$$S(k)=\frac{S_0}{\sqrt{2\pi}\,\sigma}\exp\left[-\frac{(k-k_0)^2}{2\sigma^2}\right],\qquad k_0\gg\sigma.$$

Up to the negligible tail at negative $k$,

$$I=S_0\left[r_r^2+r_s^2+2r_rr_se^{-2\sigma^2\zeta^2}\cos(2k_0\zeta+\varphi)\right].$$

The full width of the envelope at half maximum, in scan height, is

$$l_z=\frac{4\ln2}{\Delta k},$$

where $\Delta k$ is the full width of $S(k)$ at half maximum.

**Proof.** Put $q=k-k_0$ and extend the integral to all $q$. Lemma 3 with $a=1/\sigma^2$ gives

$$F(\zeta)=\frac{S_0}{\sqrt{2\pi}\,\sigma}e^{2ik_0\zeta}\sqrt{2\pi}\,\sigma e^{-2\sigma^2\zeta^2}=S_0e^{2ik_0\zeta}e^{-2\sigma^2\zeta^2}.$$

Theorem 1 then gives the signal. The envelope is halved when $2\sigma^2\zeta^2=\ln2$, that is, at $\zeta=\pm\sqrt{\ln2/2}/\sigma$. The distance between these points is

$$l_z=\frac2\sigma\sqrt{\frac{\ln2}{2}}=\frac{\sqrt{2\ln2}}{\sigma}.$$

The spectrum is halved when $(\Delta k/2)^2/(2\sigma^2)=\ln2$, so $\Delta k=2\sqrt{2\ln2}\,\sigma$. Substitution of $1/\sigma=2\sqrt{2\ln2}/\Delta k$ gives $l_z=4\ln2/\Delta k$.

The added tail has, with $x=k_0/\sigma$ and $u=x+v$, the relative weight

$$\int_x^\infty\frac{e^{-u^2/2}}{\sqrt{2\pi}}\,du=e^{-x^2/2}\int_0^\infty\frac{e^{-xv-v^2/2}}{\sqrt{2\pi}}\,dv\le\frac12e^{-x^2/2}.$$

In the example below $x=14.13$, and the bound is less than $10^{-43}$. $\square$

The name coherence length needs a convention. Here $l_z$ is the full width in scan height. The full width in path difference is $2l_z$, because the light travels the extra distance twice. The half width in path difference is again numerically equal to $l_z$. A quoted value is incomplete unless it states which width is meant.

### In terms of wavelength

Let $\lambda_1<\lambda_2$ be the wavelengths at which $S(k)$ is half its maximum. Then

$$\Delta k=2\pi\left(\frac1{\lambda_1}-\frac1{\lambda_2}\right)=\frac{2\pi(\lambda_2-\lambda_1)}{\lambda_1\lambda_2},$$

and therefore

$$l_z=\frac{2\ln2}{\pi}\,\frac{\lambda_1\lambda_2}{\lambda_2-\lambda_1}.$$

With $\lambda_m=(\lambda_1+\lambda_2)/2$ and $\Delta\lambda=\lambda_2-\lambda_1$, the product is

$$\lambda_1\lambda_2=\lambda_m^2-\frac{(\Delta\lambda)^2}{4}.$$

For a narrow band the last term can be dropped, which leaves $l_z\approx(2\ln2/\pi)\lambda_m^2/\Delta\lambda$.

### Worked example

Take $\lambda_1=550$ nm and $\lambda_2=650$ nm. The spectral width is $\Delta k=1.7575$ rad/µm, and the centre is $k_0=10.545$ rad/µm. This corresponds to 595.8 nm and not 600 nm, because the midpoint is taken in wavenumber. The coherence length is

$$l_z=\frac{4\times0.69315}{1.7575\ \mu\text{m}^{-1}}=1.578\ \mu\text{m}.$$

Direct quadrature of the Fourier integral, followed by a search for the half-maximum points, gives the same 1577.5 nm as the formula. The narrow-band approximation gives 1588.6 nm, which is 0.7% too large. In path difference the full width is 3.155 µm, and light covers this in 10.5 fs.

The fringe period follows from $2k_0\zeta=2\pi$:

$$p=\frac{\pi}{k_0}=297.9\ \text{nm},\qquad \frac{l_z}{p}=5.30.$$

These are the numbers from the opening. The number of fringes, $4\ln2\,k_0/(\pi\Delta k)$, depends on the relative bandwidth alone.

The surface is a bare transparent dielectric with index

$$n=A+\frac{B}{\lambda^2},\qquad A=1.49,\quad B=4000\ \text{nm}^2.$$

At normal incidence from air, continuity of the electric and magnetic fields requires $1+r=t$ and $1-r=nt$ for the reflected and transmitted amplitudes. Eliminating $t$ gives $r=(1-n)/(1+n)$. With $n=1.5013$ at $k_0$,

$$r=-\frac{0.5013}{2.5013}=-0.2004.$$

The negative sign is a phase $\pi$ at every wavenumber, so the phase is free of dispersion. The modulus varies slightly with $k$; this is assessed below. The reference amplitude is set to $+0.300$, and hence $\varphi=\pi$. The contrast at the peak of the envelope is

$$\frac{2\times0.300\times0.2004}{0.300^2+0.2004^2}=0.924.$$

The signal divided by its background takes these values:

| $\zeta$ (nm) | signal/background |
|---:|---:|
| 0 | 0.076 |
| 150 | 1.901 |
| 300 | 0.165 |
| 787.5 | 1.287 |

The central fringe is dark because $\varphi=\pi$. The next dark fringe, near 300 nm, is less deep since the envelope has begun to fall. At 787.5 nm the envelope is close to one half.

The Gaussian signal was tested against a field built in time with random mode phases. Two records with $\varphi=\pi$ and one with $\varphi=0.7$ rad were scanned from $-3$ to 3 µm in 25 nm steps. For $S_0=1$, the largest difference from the formula was below $10^{-9}$ in each case.

### Dispersion within the arms

**Proposition.** Let the interference phase contain

$$\varphi(k)=\varphi_0+\varphi_1q+\tfrac12\beta q^2,\qquad q=k-k_0.$$

For a Gaussian spectrum, the envelope width is multiplied by $\sqrt{1+\beta^2\sigma^4}$, and its peak by $(1+\beta^2\sigma^4)^{-1/4}$.

**Proof.** The linear term combines with $2q\zeta$ to give $2q\zeta'$, where $\zeta'=\zeta+\varphi_1/2$. It only displaces the envelope. The quadratic terms are those of Lemma 3 with $a=1/\sigma^2-i\beta$. The modulus of the integral, including the prefactor of $S$, is

$$\frac{S_0}{\sigma\sqrt{|a|}}\exp\left[-2\zeta'^2\,\mathrm{Re}\frac1a\right].$$

Here

$$|a|=\frac{\sqrt{1+\beta^2\sigma^4}}{\sigma^2},\qquad \mathrm{Re}\frac1a=\frac{1/\sigma^2}{1/\sigma^4+\beta^2}=\frac{\sigma^2}{1+\beta^2\sigma^4}.$$

The first expression gives the peak factor. The second replaces $\sigma^2$ in the exponent of Theorem 3, and the width is inversely proportional to the square root of that coefficient. $\square$

A surplus thickness $t$ of glass in one arm, crossed twice, is a concrete case. With $n=A+Bk^2/(4\pi^2)$, its phase is

$$2tkn=2t\left(Ak+\frac{Bk^3}{4\pi^2}\right).$$

The second derivative at $k_0$ is

$$\beta=2t\,\frac{6Bk_0}{4\pi^2}=\frac{3tBk_0}{\pi^2}.$$

The air displaced by the glass contributes a phase linear in $k$ and leaves $\beta$ unchanged. For the same $A$ and $B$ as above, $t=10$ µm gives $\beta\sigma^2=0.0714$, and the predicted broadening is $\sqrt{1+0.0714^2}-1=0.25\%$. Quadrature with the cubic phase retained gives 0.26%. For $t=100$ µm, $\beta\sigma^2=0.714$, and the width grows by 22.9% while the peak falls to 0.902 of its balanced value. In both cases the linear phase was removed, as rebalancing the arms at $k_0$ would do.

### Other departures in the example

Each of the following is taken separately, with the other settings held fixed.

**Spectral shape.** A rectangular spectrum of the same $\Delta k$ and unit area has

$$|F|=\left|\frac1{\Delta k}\int_{-\Delta k/2}^{\Delta k/2}e^{2iq\zeta}\,dq\right|=\left|\frac{\sin(\Delta k\,\zeta)}{\Delta k\,\zeta}\right|.$$

This is one half at $\Delta k\,\zeta=1.8955$, so the full width is $3.791/\Delta k$ in place of $2.773/\Delta k$. The increase is 36.7%. The half-maximum wavelengths alone therefore do not fix the coherence length.

A spectrum recorded per nanometre raises a smaller question. Equal power in corresponding intervals means $S(k)=S_\lambda\lambda^2/(2\pi)$, since $|d\lambda/dk|=\lambda^2/(2\pi)$. If $S_\lambda$ is Gaussian in wavelength with half-maximum points at 550 and 650 nm, the envelope is 0.83% wider than $l_z$.

**Aperture.** A plane wave incident at angle $\theta$ acquires the path difference $2\zeta\cos\theta$. A uniformly filled pupil, with radius proportional to $\sin\theta$, has the weight $\sin\theta\cos\theta\,d\theta$. With $u=\cos\theta$ and $u_m=\sqrt{1-0.30^2}=0.9539$ for a numerical aperture of 0.30, the mean cosine is

$$\langle u\rangle=\frac{\int_{u_m}^1u^2\,du}{\int_{u_m}^1u\,du}=\frac23\,\frac{1-u_m^3}{1-u_m^2}=0.977.$$

Near $\zeta=0$ the fringe phase advances at the rate $2k_0\langle u\rangle$, so the period grows by 2.3%. The envelope widens by only 0.5%. For this bandwidth and aperture, two effects largely offset each other: the smaller path differences stretch it by about 2.3%, while the spread of fringe periods over the pupil narrows it. To estimate the narrowing, treat $u$ as uniform over its range of 0.046. This multiplies the envelope by $\sin x/x$ with $x=0.046k_0\zeta$, or 0.9758 at the half-maximum point, which lowers its logarithm by 0.0245. There the logarithm of the Gaussian falls by $2\ln2$ per unit relative change of $\zeta$, so the narrowing is about $0.0245/1.386=1.8\%$.

**Reflection amplitude.** The variation of $|r|$ with $k$ changes the envelope width by about $-0.01\%$ and the fringe period by $-0.02\%$. For this surface, constant amplitude is a good approximation.

**Camera averaging.** If each frame integrates over a scan step $s$, then

$$\frac1s\int_{-s/2}^{s/2}\cos[2k(\zeta+v)+\varphi]\,dv=\frac{\sin ks}{ks}\cos(2k\zeta+\varphi).$$

The sine terms odd in $v$ have cancelled. For the oscillating part, the factor $\sin(ks)/(ks)$ can be included in the effective spectrum as long as it is positive, which is guaranteed when $s<\lambda/2$ at the shortest wavelength. For longer steps it can change sign within the band, and the envelope need not peak at equal paths. With $s=75$ nm the peak fringe amplitude falls to 0.899 of its unaveraged value, and the width grows by 0.06%.

### Beside a real instrument

The chosen values are meant to represent a scanning white-light interference microscope with a filtered lamp; they do not describe a particular instrument. The reference amplitude is a round choice and affects the contrast, not the envelope width. Among the departures sized here, the Gaussian shape is the assumption that can move the width most when the glass is well matched and the numerical aperture is near 0.30: by 37% for a flat-topped filter. An imbalance of 100 µm of glass would also matter, widening the envelope by 23%. If the arms are balanced, the surface has no film and the aperture is low, a better prediction uses the measured effective spectrum in Theorem 1. The near cancellation found at an aperture of 0.30 does not persist at larger ones. The same pupil average narrows the envelope by 13% at an aperture of 0.55 and by 47% at 0.80, and it lengthens the fringe period by 8.7% and 22%. For such objectives the average over the cone of incidence must be kept. Absorbing materials can have a reflection phase that varies with $k$, and roughness or slope within the resolved spot mixes different heights. Neither effect is included in these estimates. The numerical output below lists the values used here.

## Table of computed values

```
half-maximum wavelengths: 550, 650 nm
centre wavenumber k0: 10.5452 rad/um
wavelength 2 pi/k0: 595.83 nm
spectral full width dk: 1.7575 rad/um
spectral standard deviation: 0.7464 rad/um
k0/sigma: 14.13 (no unit)
envelope full width in height, formula: 1577.5 nm
same width by quadrature: 1577.5 nm
lambda^2/dlambda approximation: 1588.6 nm
full width in path difference: 3.155 um
that path divided by c: 10.52 fs
chosen exposure: 1.0 ms
exposure/coherence time: 9.50e+10 (no unit)
fringe period in height: 297.92 nm
fringes within full width: 5.30 (no unit)
Cauchy a: 1.49 (no unit); b: 4000 nm^2
surface index at k0: 1.5013 (no unit)
r_ref, r_surf: 0.300, 0.2004 (no unit)
peak contrast: 0.9238 (no unit)
relative phase phi in intensity table: pi rad
zeta (nm), simulated I/background, formula I/background
      0.0  0.07621  0.07621
     75.0  1.01008  1.01008
    150.0  1.90071  1.90071
    300.0  0.16515  0.16515
    787.5  1.28749  1.28749
   1575.0  1.01332  1.01332
two-peak test, height set: 1250.0 nm
two-peak test, height found: 1250.0000 nm
largest spectrum error/peak: 1.3e-15 (no unit)
NEGLECTED EFFECTS, change of envelope width
rectangular S(k), same dk: +36.73 %
Gaussian per nm, same limits: +0.83 %
glass mismatch 10 um: beta sigma^2 = 0.0714
  width +0.26 %, peak factor 0.9987
glass mismatch 100 um: beta sigma^2 = 0.7142
  width +22.86 %, peak factor 0.9022
aperture 0.30: width +0.49 %
  fringe period +2.34 %
reflection amplitude: width -0.0085 %
  fringe period -0.0180 %
camera step 75 nm: width +0.06 %
  peak fringe factor 0.8985 (no unit)
```
